# The Wigner 3j symbol with zero projections in closed form: a program that tests the result

```python
# Result under test, for integers l1, l2, l3 obeying the triangle condition:
#   (l1 l2 l3; 0 0 0) = 0 if l1+l2+l3 is odd; if l1+l2+l3 = 2g it equals
#   (-1)^g sqrt[(2g-2l1)!(2g-2l2)!(2g-2l3)!/(2g+1)!]
#          * g!/[(g-l1)!(g-l2)!(g-l3)!]
# l1, l2, l3: angular momenta; m1, m2, m3: their projections;
# a = g-l1, b = g-l2, c = g-l3. All quantities are dimensionless.
# The reference values come from diagonalizing J^2 in the product space and
# lowering the top state, with Condon-Shortley phases.
from fractions import Fraction
from itertools import product
from math import comb, factorial as fac, sqrt
import numpy as np
import sympy as sp


def triangle(l1, l2, l3):
    return abs(l1 - l2) <= l3 <= l1 + l2


def closed_form(l1, l2, l3):
    """Return (sign, exact square) of the symbol from the derived formula."""
    total = l1 + l2 + l3
    if total % 2 or not triangle(l1, l2, l3):
        return 0, Fraction(0)
    g = total // 2
    a, b, c = g - l1, g - l2, g - l3
    root = Fraction(fac(2*a) * fac(2*b) * fac(2*c), fac(2*g + 1))
    ratio = Fraction(fac(g), fac(a) * fac(b) * fac(c))
    return (-1)**g, root * ratio**2


def closed_value(l1, l2, l3):
    sign, square = closed_form(l1, l2, l3)
    return sign * sqrt(square)


def raising(l):
    """Matrix of J+ in the basis m = -l, ..., l."""
    mat = np.zeros((2*l + 1, 2*l + 1))
    for m in range(-l, l):
        mat[m + 1 + l, m + l] = sqrt((l - m) * (l + m + 1))
    return mat


def symbols_by_coupling(l1, l2, l3):
    """All 3j symbols of a triple from the Clebsch-Gordan definition."""
    d1, d2 = 2*l1 + 1, 2*l2 + 1
    jp = np.kron(raising(l1), np.eye(d2)) + np.kron(np.eye(d1), raising(l2))
    proj = np.add.outer(np.arange(-l1, l1 + 1), np.arange(-l2, l2 + 1)).ravel()
    j_squared = jp.T @ jp + np.diag(proj * (proj + 1.0))
    block = np.flatnonzero(proj == l3)
    values, vectors = np.linalg.eigh(j_squared[np.ix_(block, block)])
    match = np.flatnonzero(np.abs(values - l3 * (l3 + 1)) < 1e-8)
    assert len(match) == 1          # l3 occurs exactly once
    psi = np.zeros(d1 * d2)
    psi[block] = vectors[:, match[0]]
    if psi[2*l1 * d2 + (l3 - l1 + l2)] < 0:
        psi = -psi
    table = {}
    for big_m in range(l3, -l3 - 1, -1):
        phase = (-1)**abs(l1 - l2 + big_m)
        for m1 in range(-l1, l1 + 1):
            m2 = big_m - m1
            if abs(m2) <= l2:
                amp = psi[(m1 + l1) * d2 + m2 + l2]
                table[(m1, m2, -big_m)] = phase * amp / sqrt(2*l3 + 1)
        if big_m > -l3:
            psi = jp.T @ psi / sqrt((l3 + big_m) * (l3 - big_m + 1))
    return table


# Closed form against coupling, and against Legendre integrals
nodes, weights = np.polynomial.legendre.leggauss(20)
legendre = [np.polynomial.legendre.legval(nodes, [0]*l + [1]) for l in range(7)]


def legendre_integral(l1, l2, l3):
    return float(np.sum(weights * legendre[l1] * legendre[l2] * legendre[l3]))


worst_coupling, n_even, n_odd = 0.0, 0, 0
for ls in product(range(6), repeat=3):
    if triangle(*ls):
        reference = symbols_by_coupling(*ls)[(0, 0, 0)]
        worst_coupling = max(worst_coupling, abs(reference - closed_value(*ls)))
        if sum(ls) % 2:
            n_odd += 1
        else:
            n_even += 1
assert worst_coupling < 1e-11

worst_legendre = 0.0
for ls in product(range(7), repeat=3):   # includes triples outside the triangle
    diff = legendre_integral(*ls) - 2 * float(closed_form(*ls)[1])
    worst_legendre = max(worst_legendre, abs(diff))
assert worst_legendre < 1e-12

# Invariant polynomial: annihilation, norm, equal shares, and every component
x1, y1, x2, y2, x3, y3 = gens = sp.symbols("x1 y1 x2 y2 x3 y3")


def invariant(l1, l2, l3):
    total = l1 + l2 + l3
    p12 = sp.Poly(x1*y2 - y1*x2, *gens)
    p23 = sp.Poly(x2*y3 - y2*x3, *gens)
    p31 = sp.Poly(x3*y1 - y3*x1, *gens)
    return p12**(total - 2*l3) * p23**(total - 2*l1) * p31**(total - 2*l2)


def norm_squared(l1, l2, l3):
    total = l1 + l2 + l3
    return (fac(total + 1) * fac(total - 2*l1) * fac(total - 2*l2)
            * fac(total - 2*l3))


worst_component = 0.0
for ls in [(0, 2, 2), (1, 1, 1), (1, 1, 2), (2, 1, 2), (3, 2, 2),
           (2, 3, 4), (4, 3, 2), (4, 3, 3)]:
    poly = invariant(*ls)
    up = sum((sp.Poly(x, *gens) * poly.diff(y)
              for x, y in ((x1, y1), (x2, y2), (x3, y3))), sp.Poly(0, *gens))
    down = sum((sp.Poly(y, *gens) * poly.diff(x)
                for x, y in ((x1, y1), (x2, y2), (x3, y3))), sp.Poly(0, *gens))
    assert up.is_zero and down.is_zero
    table = symbols_by_coupling(*ls)
    found, shares = {}, {}
    for powers, coefficient in poly.terms():
        weight = 1
        for p in powers:
            weight *= fac(p)
        ms = tuple((powers[2*i] - powers[2*i + 1]) // 2 for i in range(3))
        square = int(coefficient)**2 * weight
        shares[ms[2]] = shares.get(ms[2], 0) + square
        found[ms] = (int(coefficient) * sqrt(weight)
                     / sqrt(norm_squared(*ls)))
    assert sum(shares.values()) == norm_squared(*ls)
    assert len(shares) == 2*ls[2] + 1 and len(set(shares.values())) == 1
    for ms, value in table.items():
        worst_component = max(worst_component, abs(value - found.get(ms, 0.0)))
assert worst_component < 1e-11


# Finite sums used to evaluate the coefficient, in exact arithmetic
def inv(*args):
    """Product of inverse factorials; zero if any argument is negative."""
    if min(args) < 0:
        return Fraction(0)
    denominator = 1
    for n in args:
        denominator *= fac(n)
    return Fraction(1, denominator)


def triple_terms(a, b, c):
    kmax = min(a, b, c)
    return {k: (-1)**abs(k) * comb(2*a, a + k) * comb(2*b, b + k)
            * comb(2*c, c + k) for k in range(-kmax, kmax + 1)}


def triple_formula(a, b, c):
    return (fac(2*a) * fac(2*b) * fac(2*c) * fac(a + b + c)
            * inv(a, b, c, a + b, b + c, c + a))


for a, b in product(range(6), repeat=2):
    kmax = min(a, b)
    for k in range(-kmax, kmax + 1):
        split = sum(inv(a - j, b - j, j + k, j - k) for j in range(kmax + 1))
        assert fac(a + b) * inv(a + k, a - k, b + k, b - k) == split
    pair = sum((-1)**abs(k) * inv(a + k, a - k, b + k, b - k)
               for k in range(-kmax, kmax + 1))
    assert pair == inv(a, b, a + b)
for a, b, c in product(range(6), repeat=3):
    assert sum(triple_terms(a, b, c).values()) == triple_formula(a, b, c)

# Worked example with an even sum
ls = (4, 3, 3)
g = sum(ls) // 2
a, b, c = (g - l for l in ls)
terms = triple_terms(a, b, c)
triple_sum = sum(terms.values())
monomial = tuple(l for l in ls for _ in range(2))
coefficient = int(invariant(*ls).coeff_monomial(
    sp.prod([s**p for s, p in zip(gens, monomial)])))
assert coefficient == (-1)**g * triple_sum
n2 = norm_squared(*ls)
assembled = fac(ls[0]) * fac(ls[1]) * fac(ls[2]) * coefficient / sqrt(n2)
assert abs(assembled - closed_value(*ls)) < 1e-13
print("All numbers are dimensionless")
print("Even example (l1,l2,l3) =", ls)
print("g =", g, "; a, b, c =", a, b, c)
for k, term in terms.items():
    print(f"term of the alternating sum, k = {k:+d}: {term}")
print("alternating sum D =", triple_sum)
print("coefficient C in the invariant polynomial =", coefficient)
print("norm squared N^2 =", n2)
print(f"norm N = {sqrt(n2):.4f}")
print("product l1! l2! l3! =", fac(ls[0]) * fac(ls[1]) * fac(ls[2]))
print("square of the symbol, exact =", closed_form(*ls)[1])
print(f"symbol, closed form = {closed_value(*ls):.10f}")
print(f"symbol, coupling = {symbols_by_coupling(*ls)[(0, 0, 0)]:.10f}")
print(f"Legendre integral, quadrature = {legendre_integral(*ls):.10f}")
print("Legendre integral, twice the exact square =", 2 * closed_form(*ls)[1])

# Worked example with an odd sum
odd = (4, 3, 2)
odd_table = symbols_by_coupling(*odd)
largest = max(odd_table, key=lambda ms: (round(abs(odd_table[ms]), 9), ms))
assert abs(odd_table[(0, 0, 0)]) < 1e-12 and abs(odd_table[largest]) > 0.05
print("Odd example (l1,l2,l3) =", odd)
print(f"magnitude of its 000 symbol, coupling = {abs(odd_table[(0,0,0)]):.1e}")
print("a component of largest magnitude, (m1,m2,m3) =", largest)
print(f"its value = {odd_table[largest]:.8f}")

print("Short table: triple, sign, exact square, value")
for ls in [(0, 0, 0), (1, 1, 0), (1, 1, 2), (2, 2, 0), (2, 2, 2),
           (2, 2, 4), (3, 2, 1), (3, 3, 2)]:
    sign, square = closed_form(*ls)
    print(f"{ls}  {sign:+d}  {square}  {closed_value(*ls):+.8f}")

print("triples compared with coupling, l up to 5: even", n_even, ", odd", n_odd)
print(f"largest deviation from coupling = {worst_coupling:.1e}")
print(f"largest deviation of Legendre integrals, l up to 6 = {worst_legendre:.1e}")
print(f"largest deviation over all m components = {worst_component:.1e}")
print("success")
```

It prints:

```
All numbers are dimensionless
Even example (l1,l2,l3) = (4, 3, 3)
g = 5 ; a, b, c = 1 2 2
term of the alternating sum, k = -1: -16
term of the alternating sum, k = +0: 72
term of the alternating sum, k = +1: -16
alternating sum D = 40
coefficient C in the invariant polynomial = -40
norm squared N^2 = 45984153600
norm N = 214439.1606
product l1! l2! l3! = 864
square of the symbol, exact = 2/77
symbol, closed form = -0.1611645928
symbol, coupling = -0.1611645928
Legendre integral, quadrature = 0.0519480519
Legendre integral, twice the exact square = 4/77
Odd example (l1,l2,l3) = (4, 3, 2)
magnitude of its 000 symbol, coupling = 2.4e-16
a component of largest magnitude, (m1,m2,m3) = (4, -3, -1)
its value = 0.25819889
Short table: triple, sign, exact square, value
(0, 0, 0)  +1  1  +1.00000000
(1, 1, 0)  -1  1/3  -0.57735027
(1, 1, 2)  +1  2/15  +0.36514837
(2, 2, 0)  +1  1/5  +0.44721360
(2, 2, 2)  -1  2/35  -0.23904572
(2, 2, 4)  +1  2/35  +0.23904572
(3, 2, 1)  -1  3/35  -0.29277002
(3, 3, 2)  +1  4/105  +0.19518001
triples compared with coupling, l up to 5: even 69 , odd 42
largest deviation from coupling = 3.6e-15
largest deviation of Legendre integrals, l up to 6 = 4.6e-15
largest deviation over all m components = 1.6e-14
success
```
